Tunnelling through a triangular Schottky barrier: phase-integral and Airy-function derivations

## First half: the barrier and the phase-integral derivation

A metal electrode touches the edge of a two-dimensional semiconducting channel. An electron at the Fermi level of the metal finds the band edge of the channel above its own energy, so that classically it is turned back. If an electric field in the channel pulls the band edge down with distance from the contact, the forbidden region has a finite width and the electron can tunnel. How does the probability of passing depend on the barrier height, the field and the effective mass?

### The model

Let x be the distance into the channel, with the interface at x = 0. Potential energy in the channel is measured from the electron's own energy E, so it reads

V(x) − E = φ − Fx, x > 0. (1)

Here φ > 0 is the barrier top minus E; for an electron at the Fermi level it is the Schottky barrier height. F > 0 is the force on the electron, the elementary charge times the field strength. The classical turning point, where (1) vanishes, is a = φ/F.

The channel has one parabolic band with effective mass m along x. The metal has mass m_L and a constant potential, which leaves the electron a kinetic energy K and a wave number k = √(2m_L K). In atomic units, where ħ = 1, the Schrödinger equation in the channel is

ψ″ = 2m(φ − Fx)ψ. (2)

At the interface ψ and ψ′/mass are continuous. This pair of conditions makes the particle flux

j = Im(ψ*ψ′)/mass (3)

continuous, and within each region (2) makes j constant, because (ψ*ψ′)′ = |ψ′|² + ψ*ψ″ is real. The transmission T is the flux carried into the channel divided by the flux of the incident wave.

Motion along the contact edge is left out by taking the transverse wave number k_y as zero. If k_y is conserved and the band edge of the channel lies at k_y = 0, the factor exp(ik_y y) adds k_y²/(2m_y) to the right of (1), where m_y is the transverse mass. The effect in the channel is to replace φ by φ + k_y²/(2m_y); the kinetic energy K of the normal motion in the metal changes as well.

### The wave inside the barrier

For x < a define the decay rate

κ(x) = √(2m(φ − Fx)), κ₀ = κ(0) = √(2mφ). (4)

Equation (2) is then ψ″ = κ²ψ. Put ψ = exp(Σ). Since ψ″ = (Σ″ + Σ′²)ψ,

Σ″ + Σ′² = κ². (5)

If κ varies slowly, Σ″ is small and the leading solution is Σ′ = ±κ. Write Σ′ = ±κ + η with η small. To first order in small quantities (5) becomes

±κ′ ± 2κη = 0, so η = −κ′/(2κ). (6)

The integral of η is −½ ln κ, and therefore

ψ ≈ κ^(−1/2) exp(±∫κ dx). (7)

The correction η is small compared with κ if |κ′|/κ² ≪ 1. Differentiating κ² = 2m(φ − Fx) gives κ′ = −mF/κ, so the condition reads

|κ′|/κ² = d(1/κ)/dx = mF/κ³ ≪ 1. (8)

It says that the decay length 1/κ must change little over a distance equal to itself. The condition fails near x = a, where κ goes to zero. The form (7) can therefore be used near the interface if κ₀ is large enough, but it can't be followed along the real axis through the turning point. Beyond that point the electron moves freely with local wave number

p(x) = √(2mF(x − a)), x > a, (9)

and the physical solution there is a wave travelling to the right. What has to be found is the combination of the two exponentials in (7) that belongs to this outgoing wave.

### Passing the turning point

The turning point can be avoided by going around it in the complex plane. Introduce

q = (2mF)^(1/3), z = q(x − a). (10)

Because 2m(φ − Fx) = −2mF(x − a) = −q³(z/q) = −q²z, equation (2) becomes

d²ψ/dz² = −zψ. (11)

Take as a trial function

ψ₀ = z^(−1/4) exp(iζ), ζ = (2/3)z^(3/2). (12)

For real z > 0 we have p = qz^(1/2) and ∫p dx from a to x equals ζ. Up to a constant, ψ₀ is then p^(−1/2) exp(i∫p dx), a wave moving to the right.

How nearly does ψ₀ solve (11)? With ζ′ = z^(1/2), the terms of ψ₀″ containing one factor i are proportional to

2(z^(−1/4))′ζ′ + z^(−1/4)ζ″ = −½z^(−3/4) + ½z^(−3/4) = 0.

The remaining terms are −ζ′² = −z and the second derivative of z^(−1/4), which is (5/16)z^(−9/4). Hence

ψ₀″ = [−z + (5/16)z^(−2)]ψ₀. (13)

Write the true solution as ψ = ψ₀w. Inserting this in (11), using (13) and multiplying by ψ₀ gives

(ψ₀²w′)′ = −(5/16)z^(−2)ψ₀²w. (14)

Let z = r exp(iθ). The size of the exponential is

|exp(iζ)| = exp[−(2/3)r^(3/2) sin(3θ/2)]. (15)

Along the ray θ = π/3 it decays as fast as possible. Equation (11) has one solution, up to a factor, that decays on this ray; normalize it by w → 1 at infinity. Follow it inwards on the ray to radius R, then along the arc of radius R to either θ = 0 or θ = π. On the ray |exp(iζ)| grows as r falls. On the arc sin(3θ/2) falls from 1 to 0 on the way to θ = 0, and from 1 to −1 on the way to θ = π. The exponential therefore never decreases along either path.

Integrate (14) along the path from infinity, with t the earlier points:

w′(z) = −(5/16) z^(1/2) exp(−2iζ(z)) ∫ t^(−5/2) exp(2iζ(t)) w(t) dt. (16)

Integrate once more and exchange the order of integration. The inner integral is elementary, since d exp(−2iζ)/dz = −2i z^(1/2) exp(−2iζ), and the result is

w(z) − 1 = −(5i/32) ∫ t^(−5/2) {exp[2iζ(t) − 2iζ(z)] − 1} w(t) dt. (17)

The exponential in braces has modulus at most 1, because |exp(iζ)| has not decreased between t and z. The braces are thus at most 2 in size. The integral of |t|^(−5/2) is (2/3)R^(−3/2) on the ray and at most (2π/3)R^(−3/2) on the arc. If M is the largest |w| on the path,

|w − 1| ≤ εM, ε = (5/24)(1 + π)R^(−3/2). (18)

For ε < 1 equation (17) can be solved by iteration, each round being smaller than the last by at least the factor ε, and M ≤ 1/(1 − ε). The same estimate applied to (16) gives |w′| ≤ |z|^(1/2)εM, so the derivative of ψ is also close to that of ψ₀.

On the side θ = 0, let R grow without limit. Then w → 1, and the solution is a purely outgoing wave far from the barrier. On the side θ = π we have z = −ξ with ξ = q(a − x) > 0, and

z^(3/2) = ξ^(3/2) exp(3iπ/2) = −iξ^(3/2), so iζ = +(2/3)ξ^(3/2). (19)

The outgoing wave continues into the exponential that grows from the turning point towards the interface. Seen from the metal, it is the one that decays into the barrier. Since κ = qξ^(1/2), the integral of κ from x to a is (2/3)ξ^(3/2). Multiplying the solution by q^(−1/2), we have the connection

p^(−1/2) exp(i∫p dx) for x > a belongs to exp(−iπ/4) κ^(−1/2) exp(∫κ dx′) for x < a, (20)

where the first integral runs from a to x and the second from x to a.

### The exponent

At the interface the second exponential in (20) contains the integral over the whole barrier. Call twice this integral G:

G = 2∫κ dx from 0 to a = 2√(2mF) ∫(a − x)^(1/2) dx = (4/3)√(2mF) a^(3/2).

With a = φ/F this is

G = 4√(2m) φ^(3/2)/(3F) = (4/3)κ₀a. (21)

In ordinary units the first form is divided by ħ. The factor 4/3 has a simple origin: the mean of κ over the triangle is (2/3)κ₀, and the probability contains the square of the amplitude, which doubles the exponent.

The error can now be expressed through G. At the interface R = qa, and R^(3/2) = √(2m)φ^(3/2)/F = 3G/4. Thus ε = 5(1 + π)/(18G), and the approximation is good to relative order 1/G. The local condition (8) tells the same story. From (21), κ₀φ = 3GF/4, so κ₀³ = 2mφκ₀ = 3mFG/2 and

mF/κ₀³ = 2/(3G). (22)

### Joining the metal

In the metal let ψ = A exp(ikx) + B exp(−ikx). In the channel use (20), whose outgoing flux by (3) is 1/m, because Im(ψ*ψ′) = p·p^(−1) = 1. At x = 0 its value and slope are, to leading order,

|ψ(0)|² = exp(G)/κ₀, ψ′(0) = −κ₀ψ(0). (23)

Continuity of ψ and of ψ′/mass gives

A + B = ψ(0), (ik/m_L)(A − B) = −(κ₀/m)ψ(0). (24)

Define the ratio

ρ = (κ₀/m)/(k/m_L). (25)

Since −1/i = i, the second condition is A − B = iρψ(0). Adding the two, A = ½(1 + iρ)ψ(0), and

|A|² = (1 + ρ²)exp(G)/(4κ₀).

The incident flux is (k/m_L)|A|². Dividing the transmitted flux 1/m by it,

T ≈ P exp(−G), P = 4ρ/(1 + ρ²). (26)

Keeping the exponential alone gives the simpler estimate

T_WKB = exp(−G) = exp[−4√(2m) φ^(3/2)/(3F)]. (27)

Its logarithm is linear in √m, in φ^(3/2) and in 1/F. The dependence on mass, height and field is exponential in this sense; the logarithm is not linear in m, φ and F themselves.

The factor P describes the abrupt interface. It depends on its parameters by powers rather than exponentially. From (1 − ρ)² ≥ 0 follows P ≤ 2, with equality at ρ = 1. For strong mismatch P is small: about 4ρ for ρ ≪ 1 and 4/ρ for ρ ≫ 1.

### A numerical case

Take round model values: m = 0.50 and m_L = 1.0 electron masses, φ = 0.40 eV, F = 0.020 eV/Å and K = 5.0 eV. The width is a = 0.40/0.020 = 20 Å. The metal wave number is k = 1.1456 Å⁻¹, and from the square roots in the definitions

κ₀ = k√(mφ/(m_L K)) = 1.1456 × √(0.20/5.0) = 0.2291 Å⁻¹.

Therefore G = (4/3) × 0.2291 × 20 = 6.11 and exp(−G) = 0.00222. The parameter (22) is 2/(3 × 6.11) = 0.109, which is small but not negligible. Further, ρ = (0.2291/0.50)/1.1456 = 0.400, P = 1.600/1.160 = 1.379, and P exp(−G) = 0.00306.

## Second half: the Airy-function derivation and the comparison

An electron in a metal, with wave number k and mass m_L, meets a channel in which its potential energy relative to its own energy is φ − Fx. The effective mass is m, the turning point is a = φ/F, and κ₀ = √(2mφ). Atomic units are used, and ψ and ψ′/mass are continuous at x = 0. The phase-integral method gave, for large G,

T ≈ P exp(−G), G = 4√(2m)φ^(3/2)/(3F), P = 4ρ/(1 + ρ²), (28)

with ρ = (κ₀/m)/(k/m_L). The same law will now be obtained by solving the wave equation first and approximating afterwards.

### The outgoing solution as an integral

Let q = (2mF)^(1/3) and ξ = q(a − x). Then ψ″ = 2m(φ − Fx)ψ becomes

d²ψ/dξ² = ξψ. (29)

Consider the contour integral

U(ξ) = (1/π) ∫ exp(t³/3 − ξt) dt, (30)

taken from t = −∞ to infinity in the direction exp(iπ/3). At both ends t³ tends to −∞, so the integral converges. It solves (29), because U″ − ξU contains the integrand (t² − ξ)exp(t³/3 − ξt), which is the derivative of exp(t³/3 − ξt) and vanishes at both ends. For real ξ the real and imaginary parts of U are the Airy functions Bi and Ai:

U = Bi + iAi. (31)

To see that U is outgoing, let ξ = −z with z large and positive. The exponent t³/3 + zt is stationary at t = ±i√z. Put t = √z(X + iY). The path on which the exponent keeps the imaginary part it has at t = +i√z obeys X²Y − Y³/3 + Y = 2/3, or

X = (Y − 1)√((Y + 2)/(3Y)). (32)

It starts at X = −∞ for Y → 0, passes through the stationary point at Y = 1, and leaves with X/Y → 1/√3, the direction exp(iπ/3). It joins the required ends, and the integrand is largest at the stationary point.

There the exponent is −iz^(3/2)/3 + iz^(3/2) = (2i/3)z^(3/2). A small displacement u adds i√z u², which equals −√z v² for u = exp(iπ/4)v. The Gaussian integral over v is √(π/√z), hence

U ≈ π^(−1/2) z^(−1/4) exp[i(2/3)z^(3/2) + iπ/4]. (33)

The phase increases with z = q(x − a), so the wave travels to the right. A derivative with respect to ξ brings down −t, which is −i√z to leading order. Therefore

Im(U*U′) = −√z|U|² = −1/π. (34)

The left side doesn't depend on ξ, since (U*U′)′ = |U′|² + ξ|U|² is real for real ξ. The limiting value in (34) thus holds at every real ξ.

### Transmission for any barrier strength

In the channel ψ = C U(q(a − x)), so ψ′ = −qC U′. Let U and U′ without argument denote values at the interface, where ξ₀ = qa. With the metal wave A exp(ikx) + B exp(−ikx), the continuity conditions are

A + B = CU, (ik/m_L)(A − B) = −(q/m)CU′. (35)

Define s = (q/m)/(k/m_L). The second condition becomes A − B = isCU′, and adding gives 2A = C(U + isU′). The transmitted flux is −(q/m)|C|² Im(U*U′) = q|C|²/(πm). Dividing by the incident flux (k/m_L)|A|²,

T = (4s/π)/|U + isU′|².

The square of the modulus has the cross term 2Re(isU*U′) = −2s Im(U*U′) = 2s/π. Written with Airy functions at ξ₀,

T = (4s/π)/[Ai² + Bi² + s²(Ai′² + Bi′²) + 2s/π]. (36)

No approximation beyond the model has been made. The formula respects T ≤ 1: the sum |U|² + s²|U′|² is at least 2s|U||U′|, which is at least 2s/π by (34), so the denominator is at least 4s/π.

### The opaque barrier

For large positive ξ the exponent in (30) is stationary at t = ±√ξ. The path can run along the real axis from −∞ through −√ξ to +√ξ and then turn up towards its end. Put t = −√ξ + u. The terms linear in u cancel, and

t³/3 − ξt = (2/3)ξ^(3/2) − √ξ u² + u³/3. (37)

The piece near u = 0 dominates. With the Gaussian weight exp(−√ξ u²) the mean of u² is 1/(2√ξ), so the means of u⁴ and u⁶ are 3/(4ξ) and 15/(8ξ^(3/2)). Expanding exp(u³/3) = 1 + u³/3 + u⁶/18 + …, the odd term averages to zero and

Bi ≈ π^(−1/2) ξ^(−1/4) exp[(2/3)ξ^(3/2)] [1 + (5/48)ξ^(−3/2)]. (38)

For Bi′ the integrand is multiplied by −t = √ξ − u. The product of −u with u³/3 contributes −1/(4ξ), or −(12/48)ξ^(−3/2) relative to √ξ. Thus

Bi′ ≈ π^(−1/2) ξ^(1/4) exp[(2/3)ξ^(3/2)] [1 − (7/48)ξ^(−3/2)]. (39)

The part of the path on the real axis gives a real result. Ai and Ai′ come from the part beyond +√ξ, where the integrand starts from exp[−(2/3)ξ^(3/2)] and falls, so their squares can be dropped.

At the interface ξ₀^(3/2) = 3G/4, and s√ξ₀ = ρ because q√ξ₀ = κ₀. Squaring (38) and (39) doubles their corrections, and ξ₀^(−3/2) = 4/(3G). The denominator of (36) becomes

[exp(G)/(π√ξ₀)] × {1 + 5/(18G) + ρ²[1 − 7/(18G)] + 2ρ exp(−G)}. (40)

Dividing 4s/π by this, and dropping the last term in braces, yields

T ≈ P exp(−G)/(1 + c/G), c = (5 − 7ρ²)/[18(1 + ρ²)]. (41)

As G grows the denominator tends to 1 and (28) is recovered. The first correction is now known, where the phase-integral argument gave a bound on its order.

The closed form also shows how the opaque law fails. If φ → 0 at fixed F, then P → 0 and (28) predicts no transmission, while (36) stays finite. If F → ∞ at fixed φ, then (28) tends to P, but s grows as F^(1/3) and (36) tends to zero as 4/(πs|U′(0)|²). A very steep drop reflects the wave, an effect outside the opaque regime. This limit is a property of the model. With the mass, barrier and metal of the numerical case, (36) keeps rising until F ≈ 4.8 eV/Å, where T ≈ 0.91. That is a field of about 480 MV/cm, far beyond what a semiconductor sustains and beyond the range of a parabolic band.

### How strongly each parameter acts

Take the logarithm of (41), with ln(1 + c/G) ≈ c/G. At fixed k and m_L, G varies as m^(1/2)φ^(3/2)/F, and ρ² varies as φ/m. Differentiating P gives

d ln P/d ln ρ = b, b = (1 − ρ²)/(1 + ρ²). (42)

Differentiating c with respect to ρ² and multiplying by ρ² gives −d, where d = 2ρ²/[3(1 + ρ²)²]. Collecting terms,

∂ln T/∂ln m ≈ −G/2 − b/2 + (c/2 − d)/G, (43)

∂ln T/∂ln φ ≈ −3G/2 + b/2 + (3c/2 + d)/G, (44)

∂ln T/∂ln F ≈ G − c/G. (45)

The neglected terms are of order 1/G² and G exp(−G). The leading terms come from (27). For an opaque barrier, a given small relative change acts most strongly through φ, less through F and least through m.

For m = 0.50 electron masses, φ = 0.40 eV, F = 0.020 eV/Å, metal kinetic energy 5.0 eV and m_L = 1.0, the barrier has G = 6.11, ρ = 0.400 and P = 1.379. Equation (41) gives c = (5 − 1.12)/(18 × 1.16) = 0.186 and

T ≈ 0.003064/(1 + 0.186/6.11) = 0.00297.

Direct numerical integration of the wave equation gives 0.00294, as does (36). Relative to this value, exp(−G) is 24% low, P exp(−G) is 4% high, and (41) is 1% high.

The sensitivities from direct integration are −3.40 for m, −8.69 for φ and 6.05 for F; equations (43) to (45) give −3.41, −8.74 and 6.08. The leading terms alone are −3.05, −9.16 and 6.11. A 1% rise in barrier height thus lowers T by about 8%.

Larger changes, made one at a time, act as follows:

- Halving m multiplies T by 7.4. The exponential alone gives 0.01330/0.002221 = 6.0; the rest is mainly the larger P.
- Raising φ to 0.60 eV multiplies T by 0.0071.
- Doubling F multiplies T by 19.5, and halving it by 0.0023.

At φ = 0.20 eV, where G = 2.16, P exp(−G) is 22% above the integrated value. At φ = 0.60 eV, where G = 11.2, the excess is 1.5%. The remaining cases are in the numerical output.

### What each derivation assumes

Both derivations take a single parabolic band, a uniform field, coherent elastic motion, an abrupt interface and no reflection of the wave after it leaves the barrier. Neither includes the image force, the change of the decay rate when a second band matters inside the gap, or the non-uniform field of a real two-dimensional depletion region. Agreement between the derivations says nothing about these omissions, and they need not be small. In the numerical case, the image potential of a flat metal face with a relative permittivity of 10 would lower the barrier top from 0.40 to about 0.23 eV, reduce G from 6.11 to about 4.7 and raise T by a factor of roughly 2.5, the exact value depending on how the image potential is cut off at the metal. A real band edge also levels off instead of falling without end: if the ramp turns abruptly flat 0.02 to 0.1 eV below E, reflection at the corner raises T by 30 to 50%. The percentages given above therefore measure the accuracy of the formulas within the model, not for a real contact. The prefactor also rests on the one-dimensional model of the metal and on the matching condition, and so does the sensitivity to mass. If ψ′ rather than ψ′/mass is taken as continuous, the numerical case gives T = 0.00162 and a mass sensitivity of −2.55 instead of −3.40.

The phase-integral derivation assumes in addition that the barrier is opaque. It needs slow variation of κ at the interface and a path around the turning point that stays far enough away. In return, the linear potential matters for the connection but not for the decay elsewhere. Suppose the potential is linear in an interval around a that reaches many lengths 1/q to each side, and varies slowly outside it. The connection then still holds, the forms (7) carry the wave to the interface, and the leading exponent is

G = 2∫κ dx from 0 to a, (46)

with κ taken from the actual potential. The closed expression with φ^(3/2)/F belongs to the triangle. In the numerical case, a band edge that starts with the same slope but bends exponentially and levels off 0.2 eV below E has G = 8.9 and a transmission about 16 times smaller than the triangle, while P exp(−G) with G from (46) is accurate to about 2%.

The Airy derivation needs no opacity. It covers thin barriers, gives the correction c and shows where the exponential law breaks down. Its price is that the potential must be linear throughout the channel, because (30) solves that equation and no other. Large G enters when (36) is simplified, whereas in the phase-integral method it is needed from the start.

The two methods meet in the selection of one exponential. In the first, the outgoing wave is followed around the turning point and arrives as the solution that grows towards the metal. In the second, the stationary point at t = −√ξ supplies the same growth. The metal must therefore provide an amplitude larger by a factor of order exp(G/2) than the one that emerges, and the inverse square of this ratio gives the factor exp(−G) in the transmission.

Table of computed values

```
Base case
channel mass m = 0.50 electron masses
barrier height phi = 0.40 eV
force F = 0.020 eV/angstrom
metal kinetic energy = 5.0 eV
metal mass = 1.0 electron masses
barrier width a = 20.0 angstrom
kappa0 = 0.2291 1/angstrom
metal wave number k = 1.1456 1/angstrom
exponent G = 6.1097 (dimensionless)
validity parameter at x=0 = 0.1091 (dimensionless)
velocity ratio rho = 0.4000 (dimensionless)
prefactor P = 1.3793 (dimensionless)
correction c = 0.1858 (dimensionless)
exp(-G) = 2.2211e-03 (dimensionless)
P exp(-G) = 3.0636e-03 (dimensionless)
P exp(-G)/(1+c/G) = 2.9732e-03 (dimensionless)
T, direct integration = 2.9393e-03 (dimensionless)
T, Airy closed form = 2.9393e-03 (dimensionless)
Logarithmic sensitivities of T (dimensionless)
dlnT/dln m: integration -3.401, WKB part -3.055, full formula -3.415
dlnT/dln phi: integration -8.694, WKB part -9.165, full formula -8.744
dlnT/dln F: integration 6.047, WKB part 6.110, full formula 6.079
One parameter changed at a time
m (el. masses), phi (eV), F (eV/angstrom); rest dimensionless
   m   phi     F       G    exp(-G)  Pexp(-G)         T    T/Tbase
0.50  0.40  0.020   6.110  2.221e-03 3.064e-03 2.939e-03  1.000e+00
0.25  0.40  0.020   4.320  1.330e-02 2.279e-02 2.162e-02  7.354e+00
1.00  0.40  0.020   8.640  1.768e-04 1.852e-04 1.795e-04  6.108e-02
0.50  0.20  0.020   2.160  1.153e-01 1.208e-01 9.902e-02  3.369e+01
0.50  0.60  0.020  11.224  1.335e-05 2.109e-05 2.077e-05  7.068e-03
0.50  0.40  0.010  12.219  4.933e-06 6.805e-06 6.690e-06  2.276e-03
0.50  0.40  0.040   3.055  4.713e-02 6.501e-02 5.744e-02  1.954e+01
```
